# Adiabatic heating of a copper line to melting by a current pulse

## The problem

A long copper line in the wiring of a chip carries a rectangular current pulse of length $t_p=100$ ns. The line starts at $T_0=300$ K, and copper melts at $T_m=1358$ K. Its heat capacity per unit volume is $C=3.45$ J/(cm³ K), taken as constant. Its resistivity rises linearly with temperature,

$$
\rho(T)=\rho_0\,[1+\alpha(T-T_0)],
$$

with $\rho_0=1.70$ µΩ cm and $\alpha=0.0039$ K⁻¹. These are rough values for bulk copper, and both resistivity parameters refer to the starting temperature $T_0$.

The source holds the current fixed. The current density $j$ is the current divided by the cold cross-section, uniform over that section. For the moment no heat leaves the copper.

1. What current density brings the line just to its melting temperature at the end of the pulse?
2. How does the temperature rise during the pulse?
3. What does latent heat change?
4. For what size of line may the heat flow into the surrounding dielectric be neglected?

## A tempting solution

The heat needed per unit volume is $C(T_m-T_0)$. Joule heating supplies the power $\rho j^2$ per unit volume. With the tabulated resistivity $\rho_0$, the energy supplied during the pulse is $\rho_0j^2t_p$. Equating the two gives

$$
\rho_0 j^2t_p=C(T_m-T_0),
\qquad
j_{\rm const}=\sqrt{\frac{C(T_m-T_0)}{\rho_0t_p}} .
$$

The temperature rise is 1058 K, so the heat needed is 3.65 kJ/cm³. In SI units,

$$
j_{\rm const}=\sqrt{\frac{3.65\times10^{9}}{(1.70\times10^{-8})(1.00\times10^{-7})}}
=1.47\times10^{12}\ \text{A/m}^2 .
$$

## Where it goes wrong

The energy balance is sound, but the power has been held at its starting value. At the melting temperature the given linear law yields

$$
\frac{\rho(T_m)}{\rho_0}=1+\alpha(T_m-T_0)=1+4.126=5.126,
$$

so that $\rho(T_m)=8.71$ µΩ cm. At fixed current the power per unit volume therefore grows fivefold during the pulse. The tempting solution undercounts the heat and asks for too much current.

Replacing $\rho_0$ by the plain average of the first and last resistivities does not cure this. The line does not spend equal times in equal intervals of temperature: it passes through the hot range faster. The correct average has to come from the motion itself.

## The right solution

Consider a unit volume of cold copper. In a time $dt$ it receives the heat $\rho(T)j^2\,dt$, and its temperature rises by $dT$. With no heat loss,

$$
C\frac{dT}{dt}=\rho(T)\,j^2 .
$$

The current density is constant during the pulse, so the variables separate:

$$
j^2\,dt=\frac{C\,dT}{\rho(T)} .
$$

Integrating from the start, where $t=0$ and $T=T_0$, gives

$$
j^2t=\int_{T_0}^{T}\frac{C\,dT'}{\rho(T')} .
$$

The right side depends on the material and the two end temperatures, but not on the size of the line. A hot interval contributes less to the integral because its resistivity is larger.

Now insert the linear law and set $u=1+\alpha(T'-T_0)$. Then $dT'=du/\alpha$, and the lower limit becomes $u=1$:

$$
j^2t=\frac{C}{\alpha\rho_0}\int_1^{1+\alpha(T-T_0)}\frac{du}{u}
=\frac{C}{\alpha\rho_0}\ln[1+\alpha(T-T_0)] .
$$

Requiring $T=T_m$ at $t=t_p$ and taking the positive root gives the threshold

$$
j_m=\sqrt{\frac{C}{\alpha\rho_0t_p}\ln[1+\alpha(T_m-T_0)]} .
$$

For the given line the logarithm is $\ln 5.126=1.634$. Hence, in SI units,

$$
j_m^2t_p=\frac{3.45\times10^6}{(0.0039)(1.70\times10^{-8})}\times1.634
=8.50\times10^{16}\ \text{A}^2\,\text{s/m}^4 .
$$

Dividing by $10^{-7}$ s and taking the root,

$$
j_m=9.2\times10^{11}\ \text{A/m}^2=92\ \text{MA/cm}^2 .
$$

This answers the first question.

### Comparison with the tempting result

Write $x=\alpha(T_m-T_0)$. Dividing the two threshold formulas cancels $C$, $\rho_0$ and $t_p$:

$$
\frac{j_m}{j_{\rm const}}=\sqrt{\frac{\ln(1+x)}{x}}
=\sqrt{\frac{1.634}{4.126}}=0.629 .
$$

For a small rise, $\ln(1+x)\approx x-x^2/2$, and the ratio tends to $1-x/4$. The tempting solution is thus correct in the limit $x\to0$. Here $x$ is about four, far outside that limit.

At fixed $j$, the time to melting is $j_m^2t_p/j^2$. A line driven at $j_{\rm const}$ would therefore begin to melt after $0.629^2\times100$ ns, or about 40 ns.

The proper average resistivity also follows. Integrating the energy balance over the pulse gives $C(T_m-T_0)=j_m^2t_p\bar\rho$, where $\bar\rho$ is the time average. Substituting the result for $j_m^2t_p$,

$$
\bar\rho=\frac{\alpha\rho_0(T_m-T_0)}{\ln(1+x)}
=\frac{\rho(T_m)-\rho_0}{\ln[\rho(T_m)/\rho_0]} .
$$

This is $(8.71-1.70)/1.634=4.29$ µΩ cm. The plain average of the end values is 5.2 µΩ cm, which is too large because it gives the brief hot stage too much weight.

## The course of the temperature

To find $T(t)$, define the growth rate

$$
g=\frac{\alpha\rho_0j^2}{C} .
$$

The integrated equation becomes $gt=\ln[1+\alpha(T-T_0)]$. Exponentiating and solving for $T$,

$$
T(t)=T_0+\frac{e^{gt}-1}{\alpha} .
$$

At threshold, $gt_p=1.634$. Halfway through the pulse the exponential is $\sqrt{5.126}=2.264$, so

$$
T(t_p/2)=300+\frac{2.264-1}{0.0039}=624\ \text{K} .
$$

The first half of the pulse raises the temperature by 324 K and the second half by 734 K. The heating rate $\rho j_m^2/C$ starts at 4.2 K/ns and ends at 21.5 K/ns.

The starting temperature matters for the same reason. A line already at 624 K needs half the value of $j^2t_p$ needed from 300 K, and its threshold at fixed pulse length is lower by a factor $1/\sqrt2$.

The exponential also makes the final temperature sensitive to the current. Since $g\propto j^2$, a small relative change $\delta j/j$ changes $gt_p$ by $2gt_p\,\delta j/j$. Therefore

$$
\delta T(t_p)=\frac{2gt_p\,e^{gt_p}}{\alpha}\frac{\delta j}{j} .
$$

At threshold the factor before $\delta j/j$ is $2(1.634)(5.126)/0.0039\approx4300$ K. One percent more current raises the final temperature by about 43 K, if melting is disregarded in this small step. Conversely, a moderate error in the final temperature corresponds to a small error in the threshold current.

### Fixed voltage instead of fixed current

The acceleration depends on the source. Suppose that the voltage along a uniform line is fixed instead. The electric field $E$ is then constant, and the power per unit volume is $E^2/\rho$. The balance $C\,dT/dt=E^2/\rho(T)$ separates into $\rho(T)\,dT=(E^2/C)\,dt$, which integrates to

$$
\rho_0\left[(T-T_0)+\frac{\alpha}{2}(T-T_0)^2\right]=\frac{E^2t}{C} .
$$

Now the heating slows as the line becomes hotter. The threshold $j_m$ belongs to a current source, and cannot be transferred to a voltage source by using the initial current.

### Other pulse lengths

At fixed material and end temperatures, $j_m\propto t_p^{-1/2}$. For a 10 ns pulse the threshold is $\sqrt{10}$ times larger, or $2.9\times10^{12}$ A/m². Longer pulses need less current density, but they also give heat more time to escape, so the law cannot be extended indefinitely to long times.

## Latent heat

The threshold marks the onset of melting. Latent heat is absorbed after $T_m$ is reached, so ignoring it introduces no error in $j_m$. It does matter if the question is when the whole cross-section has melted.

Take a rough latent heat $L=1.80$ kJ/cm³. If the resistivity stayed at the value of the hot solid, melting at current density $j_m$ would take the further time

$$
\Delta t=\frac{L}{\rho(T_m)j_m^2}
=\frac{1.80\times10^9}{(8.71\times10^{-8})(8.50\times10^{23})}\ \text{s}
\approx24\ \text{ns} .
$$

Liquid copper has a larger resistivity than the solid. At fixed current the partly molten line is then heated more strongly than assumed, so within the adiabatic model this time is an upper bound.

To complete melting within the original 100 ns, add the two contributions to $j^2t_p$:

$$
j_{\rm full}^2t_p=\frac{C}{\alpha\rho_0}\ln(1+x)+\frac{L}{\rho(T_m)} .
$$

The second term is $2.07\times10^{16}$ A² s/m⁴. The sum is $1.057\times10^{17}$ A² s/m⁴, and

$$
j_{\rm full}=1.03\times10^{12}\ \text{A/m}^2 .
$$

This is 11.5 percent above the onset threshold, again with the resistivity of the hot solid, and so again an upper bound. With a rough liquid resistivity of 21 µΩ cm, the rise is 7 to 8 percent, depending on how solid and liquid are arranged.

## When the line is adiabatic

The adiabatic threshold contains no line width, but its validity does depend on width. During the pulse heat spreads into the dielectric to a depth of order

$$
\delta=\sqrt{\frac{k_dt_p}{C_d}},
$$

where $k_d$ and $C_d$ are its thermal conductivity and heat capacity per volume. For oxide take $k_d=1.4$ W/(m K) and $C_d=1.7$ J/(cm³ K), which gives $\delta=0.29$ µm. For a low-k dielectric take 0.3 W/(m K) and 1.2 J/(cm³ K), which gives 0.16 µm. All four material values are rough.

Let the line have cross-section $A$ and perimeter $P$. The region within a distance $\delta$ of a rectangle consists of strips along its sides, of total area $P\delta$, and four quarter circles at its corners, of total area $\pi\delta^2$. The heat capacity of this sheath relative to that of the copper is

$$
\eta=\frac{C_d(P\delta+\pi\delta^2)}{CA} .
$$

Neglecting the loss requires $\eta\ll1$. The sheath is not heated uniformly to the copper temperature, so $\eta$ is a guide to the loss and not its value.

Consider a thick line, 3 µm by 3 µm, in oxide. Here $P=12$ µm and $A=9$ µm², and $\eta\approx0.2$. For a narrow line, 0.1 µm by 0.2 µm, $P=0.6$ µm and $A=0.02$ µm², and $\eta\approx11$. The narrow line is far from adiabatic.

### The threshold with heat loss

To obtain numbers, treat the copper as a core at one temperature $T_0+\theta(t)$. Replace the rectangular boundary by a circle with the same perimeter, of radius $r_0=P/(2\pi)$, but keep the true copper area $A$ in the heat capacity and Joule power. The dielectric within a distance $d$ of this circle has area

$$
\pi(r_0+d)^2-\pi r_0^2=2\pi r_0d+\pi d^2=Pd+\pi d^2,
$$

the same as for the rectangle. The temperature rise $\vartheta(r,t)$ in the dielectric obeys

$$
C_d\frac{\partial\vartheta}{\partial t}
=\frac{k_d}{r}\frac{\partial}{\partial r}
\left(r\frac{\partial\vartheta}{\partial r}\right),
\qquad \vartheta(r_0,t)=\theta(t).
$$

The copper gains Joule heat and loses heat through its perimeter:

$$
CA\frac{d\theta}{dt}=A\rho_0(1+\alpha\theta)j^2
+Pk_d\left.\frac{\partial\vartheta}{\partial r}\right|_{r_0} .
$$

The derivative is negative when heat flows outward, so the last term cools the copper. These equations were solved on a radial grid, with the time evolution obtained from a matrix exponential, and $j$ was varied until the copper reached $T_m$ at 100 ns. The line is isolated, its thermal contact is perfect, and its resistivity keeps the bulk law in every case:

| Line and dielectric | Final $T$ at $j_m$ (K) | Threshold with loss (A/m²) |
|---|---:|---:|
| 3 × 3 µm, oxide | 1153 | $9.7\times10^{11}$ |
| 3 × 3 µm, low-k | 1272 | $9.4\times10^{11}$ |
| 0.1 × 0.2 µm, oxide | 359 | $2.2\times10^{12}$ |
| 0.1 × 0.2 µm, low-k | 504 | $1.4\times10^{12}$ |

For the thick line the threshold rises by 5.5 percent in oxide and 2.1 percent in low-k, relative to $j_m$. When the copper reaches melting at these higher currents, the dielectric holds 11 and 4.5 percent of the heat generated. At the uncorrected $j_m$, the line in oxide ends 205 K below melting. This sizeable deficit goes with a small current correction because the final temperature is so sensitive to current.

For the narrow line the threshold rises by factors of 2.4 in oxide and 1.5 in low-k. At melting the dielectric then holds 85 and 62 percent of the heat. The low-k material takes up less heat, so the same line melts at a lower current density in it than in oxide. The comparison changes both $k_d$ and $C_d$, and does not separate their effects.

Several approximations limit these numbers. Solving the heat equation around the true rectangles instead of the circle lowers the thresholds by up to about 2 percent. The dielectric values are those near room temperature, while hot oxide conducts better and stores more heat. With $k_d=1.8$ W/(m K) and $C_d=2.3$ J/(cm³ K) as rough averages over the heated range, the threshold in oxide is about 7 percent above $j_m$ for the thick line and about 2.6 times $j_m$ for the narrow one. An imperfect contact works the other way: an assumed boundary resistance of $1$ to $2\times10^{-8}$ m² K/W lowers the factor for the narrow line in oxide from 2.35 to between 2.24 and 2.14. Many low-k materials also decompose before copper melts, which the model leaves out.

## Other limits of the simple law

**Material properties.** Let the heat capacity rise linearly, as $C[1+b(T-T_0)]$, by 26 percent at melting. Dividing the numerator of the integrand by its denominator,

$$
\frac{1+b\theta}{1+\alpha\theta}
=\frac b\alpha+\left(1-\frac b\alpha\right)\frac1{1+\alpha\theta} .
$$

Integrating and dividing by the original result gives

$$
\left(\frac{j}{j_m}\right)^2
=1+\frac b\alpha\left[\frac{x}{\ln(1+x)}-1\right].
$$

Here $b/\alpha=0.26/4.126=0.063$, and the threshold rises by about 5 percent. A quadratic addition that puts the resistivity 15 percent above the linear law at $T_m$ lowers it by 2 percent. Numerical integration with both changes gives a net rise of 2.4 percent. The sizes of these two changes are assumed, rough ones.

**Scattering in narrow lines.** Surfaces and grain boundaries add resistivity. If they add a temperature-independent part $s\rho_0$, then $\rho=\rho_0(1+s+\alpha\theta)$, and the same integration gives

$$
j^2t_p=\frac{C}{\alpha\rho_0}
\ln\left(1+\frac{x}{1+s}\right).
$$

For $s=1$ the logarithm is $\ln3.063=1.119$, and the adiabatic threshold falls by a factor $\sqrt{1.119/1.634}=0.83$. This acts against the increase due to heat loss; the narrow-line values in the table do not include it. The factor 0.83 holds only without loss: for the narrow line with heat loss, $s=1$ lowers the threshold by a factor of about 0.87 in oxide and 0.86 in low-k.

**Uniformity inside the copper.** With a rough conductivity $k=350$ W/(m K), heat diffuses about 3.2 µm in copper during the pulse, more than the 1.5 µm half-width of the thick line. For a round section of radius $a$ that is heated uniformly and whose temperature rises evenly, each unit volume passes on the same heat, so the outward flux at radius $r$ is $qr/a$, where $q$ is the flux at the surface. Integrating $-k\,dT/dr=qr/a$ from centre to surface gives a difference $qa/(2k)$. With $a=1.5$ µm and the final $q$ computed for the thick line in oxide, this is about 17 K. Between the centre and the corners of the square section the difference is about twice as large, still small beside the rise of 1058 K. Because the centre is hottest, it reaches $T_m$ first, at about 5.1 instead of 5.5 percent above $j_m$. The time for current to penetrate the section, of order $\mu_0a^2/\rho_0$, is 0.17 ns.

**Electromigration.** The current also pushes copper atoms along the line, with a force $F=Z^*e\rho j$, where $Z^*$ is an effective charge number. For atoms hopping a distance $a_h$ at a rate $\Gamma$ in each direction, a weak force changes the two rates by factors $1\pm Fa_h/(2k_BT)$. The net speed is

$$
v=a_h\Gamma\frac{Fa_h}{k_BT}=\frac{DF}{k_BT},
\qquad D=a_h^2\Gamma .
$$

Take $Z^*=5$ in magnitude and a liquid-like $D=4\times10^{-5}$ cm²/s, and hold the line at $T_m$ for the whole pulse. Even this generous estimate gives a drift of 1.4 nm, negligible beside a 3 µm line. In this model the line reaches melting long before electromigration in a single pulse matters.

## Beside a real line

The section of 3 µm by 3 µm stands for a line in a thick upper wiring level, and the section of 0.1 µm by 0.2 µm for a line in a fine lower one. Pulses of about 100 ns are used to test protection against electrostatic discharge. Such a pulse holds the current fixed only if the line resistance stays small beside the source resistance. With a 50 Ω source and a length of 100 µm, the thick line goes from 0.19 to 0.97 Ω and the current falls by less than 2 percent. The narrow line would go from 85 to 436 Ω, which is closer to the fixed-voltage case. At $j_m$ the thick line carries 8.3 A, and the final field is 0.080 V/µm. For continuous use, electromigration limits copper lines to roughly 1 MA/cm², about a hundred times below this threshold.

The assumption of no heat loss shifts the threshold by a few percent for the thick line, but by a factor of more than two for the narrow one in oxide. Real lines also have constrictions. If a stretch much longer than the copper diffusion length has 10 percent less area, it reaches the adiabatic threshold at 10 percent less total current. Free copper would expand by roughly 2 percent in length on heating to $T_m$. The surroundings resist this, and the resulting stress may damage a real structure before the copper melts. The value of $9.2\times10^{11}$ A/m² is therefore the melting threshold of a uniform line without heat loss, and not a safe limit for design.
